\section*{From Poole-Frenkel to Poole Barrier Lowering Between Neighbouring Coulomb Traps}

\section{The question and the model}

In a thin hafnia capacitor, an electron held by a charged defect can leak towards the positive electrode by thermal escape from one defect after another. If the defects are far apart, the field lowers the escape barrier by an amount proportional to $\sqrt F$. If they are close, the electron enters the attraction of the next defect before it reaches the barrier top of an isolated one. The question is how the barrier then depends on the field, and at what trap density the dependence changes.

Take two identical donor-like traps, neutral when filled and of charge $+e$ when empty, at $x=0$ and $x=a$. The electron starts in the first and the second is empty. This matters: a filled neighbour is neutral and has no Coulomb tail, so the relevant density $N$ is that of empty traps. We set $a=N^{-1/3}$. Let $F$ be the magnitude of the local field, directed so that the electron's energy falls towards $+x$, and define
\begin{equation}
K=\frac{e^2}{4\pi\varepsilon},\qquad f=\frac{eFa^2}{K},\qquad s=\frac{x}{a}.
\end{equation}
Once the electron has left the first trap, both traps are charged, and between them its energy is
\begin{equation}
V(x)=-\frac{K}{x}-\frac{K}{a-x}-eFx .
\label{V}
\end{equation}
The zero of energy is the conduction-band edge at $x=0$ without traps. An isolated trap has its level at $-\phi$.

The assumptions are: (A1) one permittivity $\varepsilon$ serves for both charges; (A2) the trapped state is compact, spherical and not deformed by field or neighbour; (A3) the electron passes classically over the barrier top; (A4) other traps are ignored; (A5) the barrier found below is positive and large compared with $kT$.

\paragraph{Lemma 1 (starting level).} The empty neighbour shifts the filled level to $-\phi-K/a$.

\emph{Proof.} A spherical charge distribution lying within a distance $a$ of its centre interacts with an outside point charge as if concentrated at the centre. The energy is $-K/a$. The field term averages to zero about $x=0$. $\square$

A real state has a tail beyond $a$. For a state $\propto e^{-r/b}$ with $b=\hbar/\sqrt{2m\phi}$, the depth $\phi$ and tunnelling mass $m$ used below give $b=0.398$ nm. At $a=2.154$ nm the averaged shift is then $0.9999\,K/a$.

\section{The theorem}

\paragraph{Theorem.} Under (A1)--(A5) the activation energy is
\begin{equation}
E_{\rm b}=\phi-\frac Ka\,h(f),\qquad
h(f)=\min_{0<s<1}\Phi(s),\qquad
\Phi(s)=\frac1s+\frac1{1-s}-1+fs .
\label{h}
\end{equation}
For $f\ge0$ the following hold.

(a) The curve $h(f)$ is given parametrically, with $0<s\le\tfrac12$, by
\begin{equation}
f=\frac{1-2s}{s^2(1-s)^2},\qquad h=\frac{2-3s}{s(1-s)^2}-1,\qquad \frac{dh}{df}=s .
\label{param}
\end{equation}

(b) The limits are
\begin{align}
\frac Ka h&\to\frac{3K}{a}+\frac{eFa}{2}\quad(f\ll4),\label{poole}\\
\frac Ka h&\to2\sqrt{KeF}=\beta\sqrt F,\quad \beta=\sqrt{\frac{e^3}{\pi\varepsilon}}\quad(f\gg4).\label{pf}
\end{align}

(c) At every field, $2\sqrt{1+f}\le h\le3+f/2$.

(d) If forward and reverse hops have the same occupation factors and the same field-independent prefactor $\nu$, the net rate is
\begin{equation}
R=2\nu\exp\!\left[-\frac{\phi-(K/a)(h-f/2)}{kT}\right]\sinh\frac{eFa}{2kT}.
\label{rate}
\end{equation}

\section{Proof}

\emph{The barrier.} Putting $x=as$ in (\ref{V}) gives $V=-(K/a)[1/s+1/(1-s)+fs]$, because $eFas=(K/a)fs$. The top of $V$ is the minimum of the bracket, which equals $h+1$. Subtracting the level of Lemma 1,
\begin{equation}
E_{\rm b}=-\frac Ka(h+1)+\phi+\frac Ka=\phi-\frac Ka h .
\end{equation}
The level shift thus supplies the $-1$ in $\Phi$. Without it, the lowering at large $f$ would contain a spurious extra term $K/a$, larger than the true correction to the isolated-trap law.

\emph{Part (a).} $\Phi$ diverges to $+\infty$ at both ends, and $\Phi''=2/s^3+2/(1-s)^3>0$, so it has one minimum. There $\Phi'=0$, that is
\begin{equation}
f=\frac1{s^2}-\frac1{(1-s)^2}=\frac{(1-s)^2-s^2}{s^2(1-s)^2}=\frac{1-2s}{s^2(1-s)^2}.
\end{equation}
For $f\ge0$ this requires $s\le\frac12$. Inserting it in $\Phi$,
\begin{equation}
h+1=\frac1{s(1-s)}+\frac{1-2s}{s(1-s)^2}
=\frac{(1-s)+(1-2s)}{s(1-s)^2}=\frac{2-3s}{s(1-s)^2}.
\end{equation}
When $f$ changes, $dh/df=\partial\Phi/\partial f+\Phi'(s)\,ds/df=s$, since $\Phi'=0$ at the minimum. In physical units,
\begin{equation}
-\frac{dE_{\rm b}}{d(eF)}=\frac Ka\,s\,\frac{a^2}{K}=as=x_{\rm top}.
\label{slope}
\end{equation}
The field slope of the barrier measures the distance from the trap to the barrier top. The crossover is therefore a change in where the top lies.

\emph{Part (b), weak field.} Put $s=\frac12+u$. Then
\begin{equation}
\frac1s+\frac1{1-s}=\frac1{\frac14-u^2}=4+16u^2+64u^4+\dots,
\end{equation}
and $\Phi=3+f/2+fu+16u^2+64u^4+\dots$. The quadratic part is least at $u=-f/32$, where $fu+16u^2=-f^2/32+f^2/64=-f^2/64$. The quartic term at this point adds $64f^4/32^4=f^4/16384$; the small shift of the minimum that it causes matters first at order $f^6$. Hence
\begin{equation}
h=3+\frac f2-\frac{f^2}{64}+\frac{f^4}{16384}+O(f^6).
\label{weak}
\end{equation}
Since $(K/a)f/2=eFa/2$, this gives (\ref{poole}). The top starts midway between the traps, and to first order the field lowers it by the potential drop over half the spacing.

\emph{Part (b), strong field.} Now $s$ is small, and $1/(1-s)-1=s+s^2+O(s^3)$, so
\begin{equation}
\Phi=\frac1s+(1+f)s+s^2+O(s^3).
\end{equation}
The first two terms are least at $s_0=(1+f)^{-1/2}$, with value $2\sqrt{1+f}$. The term $s_0^2$ adds $1/(1+f)$, and the shift of the minimum it causes contributes only at order $s_0^5$. Expanding in $1/f$,
\begin{equation}
h=2\sqrt f+\frac1{\sqrt f}+\frac1f+O(f^{-3/2}).
\label{strong}
\end{equation}
Since $\sqrt f=a\sqrt{eF/K}$, the first term gives $(K/a)2\sqrt f=2\sqrt{KeF}$, which is (\ref{pf}). The second gives $(K/a^2)\sqrt{K/eF}$: the neighbour's pull on the electron, $K/a^2$, times the distance to the isolated-trap top.

\emph{Part (c).} The minimum cannot exceed $\Phi(\frac12)=3+f/2$. For the lower bound, $1/(1-s)-1=s/(1-s)\ge s$, so $\Phi\ge1/s+(1+f)s\ge2\sqrt{1+f}$, the last step because the arithmetic mean is not less than the geometric mean.

\emph{Part (d).} The reverse hop passes the same top but starts from a level lower by $eFa=(K/a)f$. Its barrier is $\phi-(K/a)(h-f)$, so
\begin{equation}
R=\nu e^{-\phi/kT}\left[e^{(K/a)h/kT}-e^{(K/a)(h-f)/kT}\right].
\end{equation}
Taking out the factor $e^{(K/a)(h-f/2)/kT}$ leaves $e^{eFa/2kT}-e^{-eFa/2kT}$, which is (\ref{rate}). $\square$

The reverse barrier also equals $\phi-(K/a)h(-f)$, so $h(-f)=h(f)-f$. The odd part of $h$ is therefore $f/2$ at any field, and the whole departure from Poole's hyperbolic sine sits in the even part $h-f/2=3-f^2/64+\dots$. When $eFa\gg kT$ the reverse hop is negligible and (\ref{rate}) reduces to $\nu e^{-E_{\rm b}/kT}$, the form suited to emission from a distant trap.

\section{Where the crossover lies, and how wide it is}

The two limiting laws never meet as curves, because
\begin{equation}
3+\frac f2-2\sqrt f=\tfrac12(\sqrt f-2)^2+1\ge1 .
\end{equation}
Their slopes do meet: $\frac12=1/\sqrt f$ at $f=4$. This defines
\begin{equation}
F_{\rm c}=\frac{4K}{ea^2}=\frac{e}{\pi\varepsilon a^2},\qquad
N_{\rm c}=\left(\frac{eF}{4K}\right)^{3/2}.
\label{cross}
\end{equation}
At $F_{\rm c}$ the top of an isolated trap, at $\sqrt{K/eF}$, would lie at $a/2$. At a given field, traps denser than $N_{\rm c}$ are on the Poole side. At $f=4$ itself $h=4.763$, so the linear law, 5, is 5\% too high and the square-root law, 4, is 16\% too low, relative to $h$.

\paragraph{Lemma 2 (local exponent).} Let $m=d\ln(h-3)/d\ln f=fs/(h-3)$, the local power of the field in the lowering counted from zero field. It falls steadily from 1 to $\frac12$.

\emph{Proof.} From (\ref{param}),
\begin{equation}
\frac{d\ln f}{d\ln s}=-2-\frac{2s}{1-2s}+\frac{2s}{1-s}
=-2-\frac{2s^2}{(1-s)(1-2s)} .
\end{equation}
As $f$ grows, $s$ falls from $\frac12$ to 0, and $\eta=d\ln s/d\ln f$ falls steadily from 0 to $-\frac12$. Because $d(fs)/df=s(1+\eta)$ and $h-3=\int_0^f s\,df'$,
\begin{equation}
m=\frac{\int_0^f s(1+\eta)\,df'}{\int_0^f s\,df'} .
\end{equation}
So $m$ is a weighted mean of a decreasing function over $0$ to $f$. It exceeds the value at the upper end and must itself decrease. Its end values follow from (\ref{weak}) and (\ref{strong}). $\square$

The approach to $\frac12$ is slow: for large $f$, $m\approx\sqrt f/(2\sqrt f-3)\approx\frac12+3/(4\sqrt f)$. A fitted power between 1 and $\frac12$ is what this model gives over a wide range of fields.

For the current, the error in the barrier must also be small compared with $kT$. The quadratic term of (\ref{weak}) equals $(eF)^2a^3/(64K)$, so the linear law requires
\begin{equation}
F\ll\frac{8}{e}\sqrt{\frac{K\,kT}{a^3}} .
\label{kt}
\end{equation}

\section{Other directions and more neighbours}

\paragraph{Remark 1 (tilted pair).} With the field along the pair, a step off the axis increases both distances and raises the energy, so the top is a true saddle. If the pair makes an angle $\theta$ with the field, the zero-field saddle is still the midpoint. To first order a stationary energy changes by the perturbation at the stationary point, here $-eF(a/2)\cos\theta$. The linear slope is thus $(ea/2)\cos\theta$.

\paragraph{Remark 2 (many empty traps).} In an endless chain, the midpoint has traps at distances $(n-\frac12)a$ on both sides, and the starting site has them at $na$. The constant 3 becomes
\begin{equation}
\sum_{n=1}^{\infty}\left(\frac{2}{n-\frac12}-\frac2n\right)
=4\sum_{n=1}^{\infty}\left(\frac1{2n-1}-\frac1{2n}\right)=4\ln2=2.773 .
\end{equation}
For a cubic array with a uniform neutralizing background, an Ewald sum gives 2.741. In both cases the midpoint is a centre of inversion and so remains stationary at zero field. The constant changes by less than 10\% of its value, and the slope $ea/2$ for a field along the hop is unchanged.

\section{A hafnia film at 1 MV/cm}

Take a 10 nm film at 300 K, with rough parameters: permittivity 4 (the electronic value, used for both charges as (A1) requires), $\phi=1.2$ eV and a tunnelling mass of 0.2 electron masses. Then $K=0.360$ eV nm and $kT=0.0259$ eV. The charge of the empty traps is assumed to be compensated on average by other charges in the film, whose local fields the pair model leaves out. Without compensation, a uniform $10^{20}$ cm$^{-3}$ of empty traps would by itself produce about 3.6 MV/cm at the electrodes, even with a static permittivity of 25. For $N=10^{20}$ cm$^{-3}$ the spacing is $a=2.154$ nm, and $eF=0.1$ eV/nm gives
\begin{align}
f&=\frac{0.1\times2.154^2}{0.360}=1.29,\\
\frac{3K}{a}+\frac{eFa}{2}&=0.501+0.108=0.609\ {\rm eV}.
\end{align}
The quadratic term removes 0.004 eV, leaving a lowering of 0.605 eV and a classical barrier of 0.595 eV. In this model most of the lowering is present without any field. With field and temperature held fixed, the three densities compare as follows (lowerings in eV).

\begin{center}
\begin{tabular}{cccccc}
$N$ (cm$^{-3}$) & $f$ & full & Poole & PF & $m$\\
$10^{18}$ & 27.8 & 0.388 & 0.608 & 0.379 & 0.66\\
$10^{19}$ & 5.98 & 0.426 & 0.465 & 0.379 & 0.83\\
$10^{20}$ & 1.29 & 0.605 & 0.609 & 0.379 & 0.96
\end{tabular}
\end{center}

The crossover density (\ref{cross}) is $1.8\times10^{19}$ cm$^{-3}$. The first row illustrates the dilute limit only, since its spacing equals the film thickness. For the last row $F_{\rm c}=3.1$ MV/cm, not far below a rough breakdown field of 4 MV/cm, so this case stays on the Poole side over most of its usable range.

The current is more demanding than the barrier. In the densest case, raising the field from 1 to 2 MV/cm multiplies the net rate by 40, against 65 from Poole's law with a constant prefactor and 437 from the Poole-Frenkel exponential. The quadratic term explains most of the gap to Poole's law: it grows from 0.0043 eV to four times that, and $e^{-3\times0.0043/0.0259}\approx0.6$. It reaches $kT$ at 2.4 MV/cm. A term of similar size is excluded by (A2). A hydrogen-like state with $b=0.398$ nm polarizes in the applied field plus the neighbour's field $K/ea^2$, which deepens the starting level by roughly 0.005 eV at 1 MV/cm and 0.011 eV at 2 MV/cm and would reduce the factor 40 to about 30. The Poole-Frenkel law gives the smallest lowering but the steepest rise, because by (\ref{slope}) it places the top at $\sqrt{K/eF}=1.9$ nm, whereas the top lies at 0.99 nm. At 358 K the three factors are 22, 33 and 163.

\section{What a real film changes}

A large uncertainty in the lowering comes from (A1). If the ions follow the electron fully, a static value of roughly 25 applies to both charges. For $10^{20}$ cm$^{-3}$ at 1 MV/cm the lowering then drops from 0.605 to 0.165 eV, and $F_{\rm c}$ from 3.1 to 0.50 MV/cm, which puts the same film beyond the crossover. If the electron instead crosses before the ions respond, the electronic value holds only for the charge it has just left. The neighbour was charged long before, so the ions already screen it, and its strength is $K'=0.058$ eV nm. The lowering is then the minimum of $K/x+K'/(a-x)-K'/a+eFx$, which is 0.45 eV. At zero field the top lies where $x/(a-x)=\sqrt{K/K'}=2.5$, that is at $0.71a$, so the initial slope is $0.71\,ea$. The slope $ea/2$ thus requires both charges to be screened alike. A density of $10^{20}$ cm$^{-3}$ describes a defect-rich film. Real traps are also placed at random: their mean nearest-neighbour distance would be 1.19 nm instead of 2.15 nm, although a current path must cross the wider gaps too. The electron's own image energy at mid-film is 0.025 eV, but the images of the two trap charges cancel nearly all of it in the barrier. For the densest case the net change is below 0.001 eV for a pair at mid-film and reaches about 0.03 eV only for a starting trap 1 nm from the electrode. The zero-field barrier vanishes at $a=3K/\phi=0.90$ nm, or $1.4\times10^{21}$ cm$^{-3}$; the picture of separate compact traps cannot be carried that far.

Assumption (A3) is the weakest, for two reasons. First, the two charges confine the electron sideways as it passes the top, which costs zero-point energy. With the mass used here, the lowest sideways state in the plane through the top lies about 0.31 eV above the classical top in the densest case, and 0.10 eV above it in the most dilute. This cost also varies along the path, so it changes the field dependence as well as the height. If the lowest sideways level at each $x$ is taken as the barrier, the rise of the rate from 1 to 2 MV/cm in the densest case falls from 40 to about 10. The barriers and current ratios above are therefore results of the classical model, not predictions for a real dense film. Second, the electron can tunnel. In the densest case the barrier costs $E_{\rm b}/kT=23.0$, while the WKB exponent for tunnelling to the neighbour at the starting energy is 4.4. Tunnelling may need a lattice distortion of energy $W$ to bring the two levels together. Leaving aside prefactors, the sideways zero-point energy and tunnelling at energies between the starting level and the top, the over-barrier route wins only if
\begin{equation}
W>E_{\rm b}-4.4\,kT=0.48\ {\rm eV}.
\end{equation}
This threshold is rough: with the lowest sideways level included in both routes, the barrier becomes 0.92 eV, the exponent about 9 and the threshold about 0.7 eV, which favours tunnelling further. At $10^{18}$ cm$^{-3}$ the exponents without this energy are 31.4 and 28.0, and the threshold is 0.09 eV. In the lattice model of Remark 3 below, $W=0.48$ eV at this field needs $\lambda\approx2.3$ eV. With $\lambda=1$ eV, $W$ is only 0.15 eV and tunnelling wins on these numbers. Which route carries the current in the dense film therefore depends on how strongly the lattice relaxes, which the barrier model does not supply.

\paragraph{Remark 3 (the linear slope does not identify the route).} Describe the lattice by a coordinate $q$, with energy $\lambda q^2$ when the electron is in the first trap and $\lambda(1-q)^2-eFa$ when it is in the second. The two are equal at $q=(\lambda-eFa)/2\lambda$, where the energy is
\begin{equation}
W=\lambda q^2=\frac{(\lambda-eFa)^2}{4\lambda}
=\frac\lambda4-\frac{eFa}2+\frac{(eFa)^2}{4\lambda}.
\end{equation}
If the field dependence of the tunnelling factor is left aside, this route has the same initial slope $ea/2$ as (\ref{poole}). A straight plot of $\ln J$ against $F$ is consistent with hops of length $a$, but does not show whether the electron went over the barrier or through it.

\section*{Computed values}
\begin{verbatim}
permittivity, electronic / static: 4 / 25
trap depth: 1.20 eV; mass ratio: 0.20
film thickness: 10 nm; field: 1.0 MV/cm
temperature: 300 K; kT = 0.02585 eV
K = 0.3600 eV nm
at f=4: s = 0.3874, h = 4.7633
at f=4: Poole law 5.000, PF law 4.000
at f=4: local exponent 0.879
crossover density at this field: 1.83e+19 cm^-3
N = 1e+18 cm^-3: a = 10.000 nm, f = 27.778
  crossover field 0.144 MV/cm; top at 1.848 nm
  zero-field lowering 3K/a = 0.1080 eV
  exact lowering 0.3878 eV; barrier 0.8122 eV
  Poole law 0.6080 eV; PF law 0.3795 eV
  local exponent 0.661
  barrier/kT 31.4; tunnel exponent 28.0
  break-even lattice cost 0.087 eV
N = 1e+19 cm^-3: a = 4.642 nm, f = 5.985
  crossover field 0.668 MV/cm; top at 1.609 nm
  zero-field lowering 3K/a = 0.2327 eV
  exact lowering 0.4258 eV; barrier 0.7742 eV
  Poole law 0.4648 eV; PF law 0.3795 eV
  local exponent 0.833
  barrier/kT 29.9; tunnel exponent 13.5
  break-even lattice cost 0.425 eV
N = 1e+20 cm^-3: a = 2.154 nm, f = 1.289
  crossover field 3.102 MV/cm; top at 0.992 nm
  zero-field lowering 3K/a = 0.5013 eV
  exact lowering 0.6047 eV; barrier 0.5953 eV
  Poole law 0.6090 eV; PF law 0.3795 eV
  local exponent 0.959
  barrier/kT 23.0; tunnel exponent 4.4
  break-even lattice cost 0.482 eV
current rise from 1 to 2 MV/cm, densest case:
  300 K: exact 39.6, Poole 64.5, PF 437.0
  358 K: exact 21.8, Poole 32.9, PF 163.2
quadratic term at 1 MV/cm: 0.00434 eV
field where it equals kT: 2.44 MV/cm
rough breakdown field: 4 MV/cm
decay length of trap state: 0.398 nm
level shift / (K/a): 0.99987
static permittivity: lowering 0.1650 eV
static permittivity: crossover 0.496 MV/cm
constant: pair 3.000, chain 2.773, cubic 2.741
zero-field lowering, cubic array: 0.4581 eV
random traps: mean nearest distance 1.193 nm
electrode image energy, mid-film: 0.0250 eV
zero-field barrier vanishes at a = 0.900 nm, N = 1.37e+21 cm^-3
lattice-tunnelling slope / (e a): 0.5000
\end{verbatim}
